\section*{Does a dipole layer on a monolayer dope it?}

\section*{Question}

I place a neutral layer of aligned polar molecules on top of a semiconducting monolayer. The positive ends point away from the sheet, and the work function of the top face falls by about half an electronvolt. I would like to conclude that the sheet is now n-doped, because its electrons are easier to remove. But the molecules are neutral and I have added no electrons. Has the layer created carriers? Does the answer change if the sheet is wired to a gate?

\section*{Answer}

The lower work function does not show that the sheet is doped. If the sheet is isolated, its electron number is fixed, and a uniform neutral dipole layer outside its electron density leaves its carriers as they were. A wire to a gate permits electron transfer, but the dipole drives that transfer only if it lies between the sheet and the countercharge on the gate. I take the sheet to be wide compared with all vertical distances and return to finite size below.

\subsection*{What the layer does to an isolated sheet}

Let $z$ point upward and let $V(z)$ be the electrostatic energy of an electron. Let $q(z)$ be the total charge density divided by $e>0$, averaged over the plane. Since $V=-e\phi$, Poisson's equation reads
\begin{equation}
V''(z)=\frac{e^2}{\varepsilon_0}\,q(z).
\end{equation}
There is no applied field, so $V'(-\infty)=0$. With $Q(z)=\int_{-\infty}^{z}q(z')\,dz'$, one integration gives $V'=(e^2/\varepsilon_0)Q$. A second, by parts, gives
\begin{align}
V(\infty)-V(-\infty)
&=\frac{e^2}{\varepsilon_0}\int_{-\infty}^{\infty}Q\,dz\nonumber\\
&=\frac{e^2}{\varepsilon_0}\left(\bigl[zQ\bigr]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}zq\,dz\right)
=-\frac{e^2}{\varepsilon_0}\int_{-\infty}^{\infty}zq\,dz .
\end{align}
The boundary term vanishes because the whole system is neutral and its charge is confined near the sheet.

Let each molecule occupy area $A$ and have upward moment $p$, including the mutual depolarization of the molecules. The layer contributes $p/(eA)$ to the last integral. The vacuum level above it is therefore lower than the level below it by
\begin{equation}
S=\frac{ep}{\varepsilon_0A}.
\end{equation}
The layer has no net charge, so its average field vanishes outside it. Within the sheet it adds only a constant $v_0$ to the energy of each electron. For $N$ electrons the Hamiltonian becomes
\begin{equation}
H'=H+Nv_0 .
\end{equation}
At fixed $N$ every energy moves by the same amount. The eigenstates and their thermal probabilities do not change, and neither do the density and the band occupations. This argument includes the interactions between the sheet's electrons.

The Fermi level moves with the bands. Below the layer the nearby vacuum level moves with them too, so the bottom work function is unchanged. Above the layer the vacuum level is lower by $S$, hence
\begin{equation}
\Delta\Phi_{\rm top}=-S,\qquad \Delta\Phi_{\rm bottom}=0 .
\end{equation}

It helps to split the top work function into two parts:
\begin{equation}
\Phi_{\rm top}=\underbrace{(V_{\rm top}-E_c)}_{\text{affinity of that face}}+\underbrace{(E_c-E_F)}_{\text{band filling}} .
\label{split}
\end{equation}
Here $E_c$ is the conduction-band edge. The dipole changes the first part. Doping changes the second. A work-function measurement gives their sum and cannot by itself tell them apart.

\subsection*{Numbers for the isolated sheet}

Take round parameters in the rough regime of monolayer MoS$_2$: affinity $\chi=4.2$ eV, gap 1.8 eV, and equal electron and hole masses of $0.5\,m_0$. The intrinsic Fermi level is then at midgap and $\Phi=4.2+0.9=5.1$ eV. Put dipoles of 1 debye on a square lattice of constant $a=0.8$ nm. With $p/e=0.02082$ nm and $e^2/\varepsilon_0=18.095$ eV\,nm,
\begin{equation}
S=\frac{18.095\times0.02082}{0.8^2}\ \text{eV}=0.589\ \text{eV}.
\end{equation}
The top work function becomes 4.51 eV and the bottom one stays at 5.10 eV. At 300 K the thermal electron density is about $8\times10^{-3}$ cm$^{-2}$, with or without a layer of fixed dipoles. Real molecules are also polarizable: they screen added charges and can narrow the gap. That changes this tiny thermal density, but not the net charge of the isolated sheet. The gap used here is close to the optical gap of MoS$_2$. The transport gap is larger and would make this density smaller still.

A self-consistent slab model tests the electrostatics. It has one filled band with 10 electrons per nm$^2$, a positive background, an attractive core and the mean Coulomb field. With the layer centred 1 nm from the midplane, the top work function changes by $-0.5886$ eV. The bottom one changes by about $10^{-10}$ eV, and the largest density change is $2\times10^{-10}$ of the peak density.

If the layer is moved to 0.2 nm, it overlaps the electron density. The electrons shift toward its positive side, and the net step falls from 0.589 to 0.393 eV. The sheet is polarized, but its electron number is still the same. This reduction belongs to the slab model and is not a prediction for MoS$_2$.

\subsection*{Molecules are not a uniform sheet of dipoles}

For a lattice of point dipoles the moment per area is
\begin{equation}
p\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=\frac pA\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Each Fourier component makes $V$ jump by $-S e^{i\mathbf G\cdot\mathbf r}$ across the dipole plane. Upward dipoles have a charge distribution odd under reflection in that plane, so half of the jump appears on each side, with opposite signs. Away from the plane Laplace's equation requires decay as $e^{-Gh}$, where $h$ is the distance. In the sheet, below the dipoles,
\begin{equation}
U(\mathbf r)=\frac S2\left[1+\sum_{\mathbf G\ne0}e^{-Gh}\cos(\mathbf G\cdot\mathbf r)\right].
\end{equation}
For $h=0.5$ nm the sum makes $U$ vary from $-19$ to $+29$ meV about its mean.

A finite patch also has an edge. One dipole contributes $eph/(4\pi\varepsilon_0r^3)$, and $h\,dA/r^3$ is the solid angle $d\Omega$ of an area element. Apart from the ripple, summing over the patch gives
\begin{equation}
U=\frac{ep}{4\pi\varepsilon_0A}\,\Omega=\frac S2\,\frac{\Omega}{2\pi}.
\end{equation}
Well inside a large patch $\Omega\simeq2\pi$ and $U\simeq S/2=0.294$ eV. Under a straight edge $\Omega\simeq\pi$ and $U\simeq S/4=0.147$ eV. Direct summation over a square patch of half side 120 nm gives 0.322 eV at the centre, directly below a dipole where the ripple is largest, and 0.145 eV at the middle of an edge.

Can such variations create electrons and holes inside the sheet? Let $\lambda_k$ be the ordered one-electron energies. The min-max principle states
\begin{equation}
\lambda_k(H)=\min_{\dim M=k}\ \max_{\psi\in M,\ \|\psi\|=1}\langle\psi|H|\psi\rangle .
\end{equation}
Adding $U$ changes every expectation value by an amount between $U_{\min}$ and $U_{\max}$, so
\begin{equation}
\lambda_k(H)+U_{\min}\le\lambda_k(H+U)\le\lambda_k(H)+U_{\max}.
\end{equation}
Apply the lower bound to the first empty level and the upper bound to the last filled one, then subtract:
\begin{equation}
E_g'\ge E_g-(U_{\max}-U_{\min}).
\end{equation}
In this one-electron picture with a frozen potential, a variation smaller than the gap cannot close it.

A tight-binding flake of $24\times24$ sites, under a patch of $6\times6$ dipoles, illustrates the bound. The site spacing is 0.2 nm and the hopping is 0.5 eV. The potential range is 0.172 eV, so the gap must stay above $1.800-0.172=1.628$ eV. Diagonalization gives 1.709 eV.

With dipoles 20 times stronger the range is about 3.4 eV, and the bound no longer protects the gap, which falls to 0.02 eV. In the half-filled ground state, about 18 electrons per spin have moved from the central $16\times16$ sites to the rim. Thus a sufficiently nonuniform layer can rearrange charge within an isolated sheet. It still cannot change the net charge: conduction electrons produced in this way are matched by holes. The frozen potential omits the screening that such a rearrangement would cause.

\subsection*{Now wire the sheet to a gate}

Let the gate have work function $W$, and let $n$ electrons per area move from it to the sheet. Assume no traps and no interface dipoles besides the layer. The free energy per area has three $n$-dependent parts: the band free energy $F_b(n)$, measured from $E_c$; the transfer cost $n(W-\chi)$; and the field energy.

Let $c(z)$ be the total charge per area below height $z$, in units of $e$, counting gate, sheet and dipoles. The field is $ec/(\kappa\varepsilon_0)$, where $\kappa$ is the relative permittivity, so the field energy is
\begin{equation}
\mathcal E=\frac{e^2}{2\varepsilon_0}\int\frac{c(z)^2}{\kappa(z)}\,dz .
\end{equation}
Represent the upward dipole by charges $-\sigma$ below and $+\sigma$ above, a distance $\delta$ apart in a region with $\kappa=1$. Then $e^2\sigma\delta/\varepsilon_0=S$. The position of the layer now matters:

\begin{itemize}
\item Between a lower gate and the sheet, $c=n-\sigma$ inside the dipole. The cross term in $c^2$ is $-2n\sigma$, which contributes $-nS$ to $\mathcal E$.
\item On the face away from the gate, $c=-\sigma$ inside the dipole, because the gate and sheet charges cancel there. There is no cross term.
\item Between the sheet and an upper gate, the sheet's charge lies below the dipole, so $c=-n-\sigma$ inside it. The cross term contributes $+nS$.
\end{itemize}

Write these contributions as $ns$, with $s=-S$, $0$ and $+S$. The term in $n^2$ is $e^2n^2/(2C)$, where $C$ is the capacitance per area. Since $dF_b/dn=E_F-E_c$, setting the derivative of the free energy to zero gives
\begin{equation}
E_c-E_F=W-\chi+s+\frac{e^2n}{C}.
\label{eq}
\end{equation}

The density of states $g$ of a parabolic two-dimensional band is constant. With spin and two valleys it is $g=4m/(2\pi\hbar^2)=4.18$ eV$^{-1}$nm$^{-2}$, and
\begin{equation}
n=\int_{E_c}^{\infty}\frac{g\,dE}{1+e^{(E-E_F)/kT}}
=gkT\ln\!\left[1+e^{-(E_c-E_F)/kT}\right].
\label{n}
\end{equation}
Direct minimization of the integrated free energy reproduces the solution of (\ref{eq}) and (\ref{n}) to within $3\times10^{-7}$ in relative density. That comparison covers all three positions with a 3.6 eV gate, and the first two with the 4.5 eV gate used next.

\subsection*{The same dipole in three places}

Let $W=4.5$ eV and separate gate and sheet by 5 nm of oxide with $\kappa=20$ and a 1 nm spacer with $\kappa=1$. These thicknesses and the gate work function are held fixed. When the dipole is between the plates, it occupies part of the spacer. The charging coefficient is
\begin{equation}
\frac{e^2}{C}=18.095\left(\frac5{20}+1\right)\text{eV\,nm}^2=22.62\ \text{eV\,nm}^2 .
\end{equation}

With the dipole between the lower gate and the sheet, the barrier before transfer is $0.300-0.589=-0.289$ eV. Electrons enter the sheet until their charging energy is 0.338 eV. The density is
\begin{equation}
n=\frac{0.338}{22.62}\ \text{nm}^{-2}=0.0149\ \text{nm}^{-2}=1.5\times10^{12}\ \text{cm}^{-2},
\end{equation}
and $E_c-E_F=-0.289+0.338=0.049$ eV. Putting this into (\ref{n}), with $gkT=0.108$ nm$^{-2}$, returns the same density.

With the dipole on the face away from the gate, $s=0$. The density is $9.8\times10^7$ cm$^{-2}$, the value that the same gate gives without a dipole. The wire is present, yet in the wide-sheet limit the dipole transfers nothing.

With the dipole between the sheet and an upper gate, $E_c-E_F$ rises to 0.889 eV and $n$ falls to about $10^{-2}$ cm$^{-2}$. This is your top layer, with its lowered top work function, facing a top gate. It makes electron transfer into the sheet harder.

Equation (\ref{split}) shows how misleading the work function can be. With the dipole on top and the gate below, the top work function is $4.200-0.589+0.300=3.911$ eV. With the dipole underneath, it is $4.200+0.049=4.249$ eV. The sheet with the higher top work function has about $1.5\times10^4$ times as many electrons.

\subsection*{Why a distant reservoir does little}

Let $\mu=E_F-E_c$. Differentiating (\ref{eq}) gives
\begin{equation}
\frac{dn}{ds}=-\left(\frac{e^2}{C}+\frac{d\mu}{dn}\right)^{-1}.
\end{equation}
Since $d\mu/dn>0$ in this band model, a change $\Delta s$ changes the density by less than $C|\Delta s|/e^2$. This vanishes as $C\to0$. A wire supplies electrons, but capacitance is needed to accommodate their charge at a finite energy cost.

For a disc of radius $R$ wired to a remote reservoir, use the conducting-disc charge density $Q/(2\pi R\sqrt{R^2-r^2})$. Its potential at the centre is
\begin{equation}
\phi(0)=\frac{Q}{4\pi\varepsilon_0R}\int_0^R\frac{dr}{\sqrt{R^2-r^2}}=\frac{Q}{8\varepsilon_0R}.
\end{equation}
Quadrature at $r/R=0.2$, 0.5 and 0.8 gives the same potential to within $10^{-6}Q/(\varepsilon_0R)$, as a conductor requires. The total capacitance is therefore $8\varepsilon_0R$. Relative to remote vacuum the layer raises electron energies in the sheet by about $S/2$, and by less near the rim, so electrons leave the sheet rather than enter it. Treating the disc as one capacitor, the average density changes by at most
\begin{equation}
|\Delta n|\lesssim\frac{8\varepsilon_0R}{\pi R^2e^2}\,\frac S2=\frac{4\varepsilon_0S}{\pi e^2R}.
\end{equation}
For $R=5\ \mu$m this bound is $8\times10^8$ cm$^{-2}$, far below the density obtained with the dipole between the plates.

\subsection*{What changes in a real device}

The parameters resemble a MoS$_2$ transistor only roughly. A density near $10^{12}$ cm$^{-2}$ is ordinary for a gated channel, but complete alignment of the dipoles is favourable, and a 1 nm spacer with $\kappa=1$ is a weak dielectric. Real interfaces also break the assumption of no traps or fixed charge. A fixed positive charge $N_f$ in the sheet plane replaces $n$ by $n-N_f$ in the charging term of (\ref{eq}). Because $d\mu/dn>0$, it raises $n$ by less than $N_f$. A rough $10^{12}$ cm$^{-2}$ of such charge could therefore shift the result by an amount comparable with the result itself.

Temperature matters little when charging sets the density. With the dipole between the lower gate and the sheet, and all other parameters fixed, the density at 400 K is $1.6\times10^{12}$ cm$^{-2}$, about 7\% higher than at 300 K. In the other two geometries the density is thermally activated: it rises by a factor of about 24 with the dipole away from the gate and by about $7\times10^3$ with the upper gate. In the first geometry the transferred charge produces 0.14 MV/cm in the oxide and 2.7 MV/cm in the spacer. The first is well below the rough MV/cm scale of oxide breakdown; the second is not small, so a real spacer would need its own breakdown check.

Isolation is also a matter of time. Suppose the dipole lies between the gate and an unwired sheet. For ideal barriers of 2 eV in the oxide, with tunnelling mass $0.2\,m_0$, and 4.5 eV in the spacer, the transmission is $9\times10^{-24}$. An attempt rate of $5\times10^{14}$ s$^{-1}$ gives a time of order $10^8$ s, or several years, to fill one state at the gate's Fermi level with no in-plane momentum. The sheet charges faster than this, because about $g\times0.289=1.2$ empty states per nm$^2$ start below the gate's Fermi level and only 0.015 electrons per nm$^2$ are needed. Summing over these states, each with its own transmission and with no restriction on in-plane momentum, 63\% of the charge arrives in about $5\times10^6$ s, or one to two months. With in-plane momentum conserved in a valley at the zone centre, it takes about $5\times10^7$ s. These are only rough scales. With the same barriers, tunnelling at the energy of the sheet's band edge, which starts 0.29 eV lower, is about twenty times slower. In MoS$_2$ that edge lies at the corners of the Brillouin zone. Unless scattering supplies the in-plane momentum, the faster decay in the spacer alone lowers the transmission by a further factor of order $10^5$. Defects can provide faster paths. Once charge leaks through, the gate has become a reservoir.

Finally, the molecules must not exchange electrons with the sheet themselves. If the sheet is isolated and undoped, their filled levels should lie well below its conduction edge and their empty levels well above its valence edge. If the sheet already holds electrons or is wired to a gate, the comparison is with the Fermi level: filled levels should lie well below $E_F$ and empty levels well above it. All these levels are taken with the layer in place. A margin of a few $kT$ is not enough. For the isolated sheet at 300 K, with the molecules 0.5 nm away, a filled level 0.3 eV below $E_c$ gives about $8\times10^{10}$ electrons per cm$^2$ and one 0.5 eV below gives about $2\times10^9$. The thermal value of $8\times10^{-3}$ cm$^{-2}$ returns only when the level lies below the valence edge. The layer holds about $1.6\times10^{14}$ molecules per cm$^2$, so ionizing only 1\% of them would transfer $1.6\times10^{12}$ electrons per cm$^2$. If a filled molecular level lies high enough to pay the charging cost, electrons enter the sheet and leave positive molecules behind. The combined system is still neutral, but the molecular layer is not. That is doping by charge transfer, with the molecules as the reservoir.

To decide whether your sheet is doped, measure its carrier density or the position of $E_F$ relative to the band edges. The numerical output below lists the values for each geometry.

\section*{Calculated quantities}
\begin{verbatim}
Sheet affinity: 4.20 eV; gap: 1.80 eV
Band mass: 0.50 m0; valleys: 2
Temperature: 300 K; kT: 0.02585 eV
Band density of states: 4.177 /(eV nm^2)
Dipole: 1.00 D = 0.02082 e nm
Dipole lattice constant: 0.80 nm
Dipole height from sheet: 0.50 nm
Dipole charge separation: 0.20 nm
e^2/eps0: 18.0951 eV nm
Dipole energy step S: 0.5886 eV
Isolated work function, bare: 5.100 eV
Isolated work function, dipole face: 4.511 eV
Isolated work function, other face: 5.100 eV
Isolated thermal electrons: 8.20e-03 cm^-2
Slab test, top change: -0.58864 eV
Slab test, bottom change: -1.20e-10 eV
Slab test, relative density change: 2.10e-10
Overlapping layer, net step: 0.3925 eV
Corrugation maximum: 28.61 meV
Corrugation minimum: -18.52 meV
Large patch half side: 120.4 nm
Large patch, energy at centre: 0.3218 eV
Large patch, energy at edge: 0.1447 eV
Flake: 24 x 24 sites, spacing 0.20 nm
Flake hopping: 0.50 eV
Flake gap before dipoles: 1.8000 eV
Flake gap with dipoles: 1.7089 eV
Flake potential range: 0.1718 eV
Flake gap, dipoles 20 times stronger: 0.0226 eV
Gate work function: 4.50 eV
Oxide: 5.0 nm, relative permittivity 20
Spacer: 1.0 nm, relative permittivity 1
Charging coefficient e^2/C: 22.619 eV nm^2
n, dipole between lower gate and sheet: 1.494e+12 cm^-2
n, dipole away from gate: 9.845e+07 cm^-2
n, dipole between sheet and upper gate: 1.27e-02 cm^-2
Ec-EF, same three cases: 0.0493, 0.3000, 0.8886 eV
Charging energy, first case: 0.3380 eV
Free-energy test, worst relative error: 2.8e-07
Holes, first case: 4.20e-17 cm^-2
Holes, upper-gate case: 5.29e-03 cm^-2
Boltzmann excess at same EF: 7.25 percent
n, first case at 400 K: 1.602e+12 cm^-2
Transfer field in spacer: 2.704 MV/cm
Transfer field in oxide: 0.135 MV/cm
Dipole internal field: 29.43 MV/cm
Disc radius: 5.0 um
Remote-charging bound: 8.28e+08 cm^-2
Oxide tunnel barrier: 2.0 eV; mass 0.2 m0
Metal band energy: 5.0 eV
Sheet width for tunnelling: 0.6 nm
Tunnel exponent: 54.14
Tunnel transmission: 8.73e-24
Attempt rate: 5.05e+14 1/s
Ideal-barrier filling time: 2.3e+08 s
\end{verbatim}
